# Energy and Width of a Dislocation Kink in the Elastic String Model, part 2

A dislocation in its glide plane is treated as a string $y(x)$ with constant line tension $T$ (energy per length). Valleys of low energy lie a distance $a$ apart, and the Peierls potential, an energy per length with barrier $W_p\ll T$, is

$$W(y)=W_p\sin^2\!\left(\frac{\pi y}{a}\right).\tag{2}$$

A single kink leads from $y(-\infty)=0$ to $y(+\infty)=a$. Without applied stress and at zero temperature, it minimizes the small-slope energy $E[y]=\int(Ty'^2/2+W)\,dx$. Its least energy $E_k$, length $\ell$ and width $w$ are

$$E_k=\frac{2a}{\pi}\sqrt{2TW_p}=\frac{2Ta^2}{\pi^2\ell},\qquad \ell=\frac a\pi\sqrt{\frac T{2W_p}},\qquad w=\pi\ell .\tag{15}$$

The width is the distance along $x$ in which the tangent at the kink's centre $x_0$ rises from one valley to the next. The slope is $y'=(a/\pi\ell)/\cosh s$, with $s=(x-x_0)/\ell$.

With Burgers vector length $b$, the Peierls stress $\tau_P$ fixes the barrier:

$$\tau_Pb=\frac{\pi W_p}{a},\qquad W_p=\frac{\tau_P\,ab}{\pi}.\tag{14}$$

Proposition 1 states that for the full arc-length energy $F[y]=\int[(T+W)\sqrt{1+y'^2}-T]\,dx$ the least energy of a single kink is

$$F_k=\int_0^a\sqrt{2TW+W^2}\,dy=E_k\left(1+\frac{W_p}{6T}+\dots\right).\tag{16}$$

A crystal repeats along the line. A simple discrete version of the string, the chain, has nodes at $x_n=nh$ with displacements $y_n$ and the energy

$$E_h=\sum_n\left[\frac{T}{2h}(y_{n+1}-y_n)^2+hW(y_n)\right].\tag{17}$$

The nickel-like example has $b=0.25$ nm, $a=0.2165$ nm, shear modulus $\mu=76$ GPa, $\tau_P=10$ MPa, $T=\mu b^2/2=14.82$ eV/nm, $W_p=1.075$ meV/nm, $\ell=5.72$ nm, $w=18.0$ nm and $E_k=24.6$ meV. The "tanh trial" in the numerical output is the line $y=\tfrac a2[1+\tanh(x/\sigma)]$ with the best choice of $\sigma$.

**Proposition 2.** For $h\ll\ell$, the leading relative change of the kink energy is $-h^2/(72\ell^2)$.

*Derivation.* Expand a smooth line about the midpoint of a link:

$$y_{n+1}-y_n=hy'+\frac{h^3}{24}y'''+\dots,\qquad \frac{(y_{n+1}-y_n)^2}{h}=h\left(y'^2+\frac{h^2}{12}y'y'''+\dots\right).$$

Replace the sums by integrals. For the smooth, localized kink the error of this replacement is smaller than any power of $h/\ell$, as shown below. Then

$$E_h=E+\frac{Th^2}{24}\int y'y'''dx=E-\frac{Th^2}{24}\int y''^2dx .$$

The last step is an integration by parts, whose boundary term vanishes with the slope. The kink minimizes $E$, so a change of its shape of order $h^2$ alters the energy only at order $h^4$. The unperturbed shape may therefore be inserted. From $y''=-(a/\pi\ell^2)\tanh s/\cosh s$,

$$\int y''^2dx=\frac{a^2}{\pi^2\ell^3}\int_{-\infty}^{\infty}\frac{\tanh^2s}{\cosh^2s}\,ds=\frac{a^2}{\pi^2\ell^3}\Big[\frac{\tanh^3s}{3}\Big]_{-\infty}^{\infty}=\frac{2a^2}{3\pi^2\ell^3}.$$

The change is $-Th^2a^2/(36\pi^2\ell^3)$. Division by $E_k=2Ta^2/(\pi^2\ell)$ gives $-h^2/(72\ell^2)$. $\square$

With $h=b$, the example has a relative change of $-2.7\times10^{-5}$.

Discreteness also makes the energy depend on where the centre $X$ of the kink lies relative to the nodes. For a rigid kink $W=W_p/\cosh^2s$, and Poisson's summation formula gives

$$h\sum_n\frac{W_p}{\cosh^2[(nh-X)/\ell]}=2W_p\ell+2W_p\,\frac{\pi q\ell^2}{\sinh(\pi q\ell/2)}\cos(qX)+\dots,\qquad q=\frac{2\pi}{h}.$$

The oscillating part falls off as $e^{-\pi^2\ell/h}$, apart from a prefactor. A wide kink thus averages over many nodes and hardly notices them. That the relaxed kink has the same exponential factor is assumed here, not shown.

### Towards high Peierls stress

The table raises $\tau_P$ while $b$, $a$, $\mu$ and $T$ keep their values from the example. The last column is the relaxed energy of the chain (17) with $h=b$ and the centre midway between two nodes, divided by $E_k$.

| $\tau_P/\mu$ | $w/b$ | $E_k$ (eV) | chain / formula |
|---|---|---|---|
| 0.001 | 26.1 | 0.068 | 0.9998 |
| 0.01 | 8.2 | 0.215 | 0.998 |
| 0.05 | 3.7 | 0.480 | 0.989 |
| 0.1 | 2.6 | 0.678 | 0.970 |

Within the string model the continuum energy is still 3 % accurate when the kink is less than three Burgers vectors wide. In the last row $\ell/b=2.61/\pi=0.83$, so Proposition 2 predicts a drop of 2.0 %. The chain shows 3.0 % with the centre midway and about 1.65 % with the centre on a node, a mean of 2.3 %. Most of the gap between 2.0 and 3.0 % thus comes from the dependence on the position of the centre, which the proposition does not contain. In this row $W_p/T=0.055$, and the finite-slope correction of Proposition 1, which the chain (17) leaves out, amounts to $+0.9\,\%$.

The energy difference between a kink centred on a node and one centred midway is 0.34 meV at $\tau_P/\mu=0.05$ and 8.9 meV at 0.1. This is the barrier to kink motion in the chain, if the two symmetric positions are the highest and lowest. It grows by a factor of 26, and the exponential factor alone would give about 30.

These rows do not describe silicon, germanium or silicon carbide, although covalent crystals do have high Peierls stresses. There the core of the dislocation consists of directed bonds, which may pair up along the line, and a moving kink must break and remake them. The barrier to kink motion in silicon is roughly of the order of 1 eV, far above the few meV of the chain. The string contains no bonds, so the accuracy of its continuum limit says nothing about its accuracy for such a crystal.

### Line tension from elasticity

A constant $T$ is a strong assumption. Isotropic elasticity shows how far $T$ depends on the angle $\theta$ between the line and the Burgers vector.

**Screw line ($\theta=0$).** The displacement along the line grows by $b$ around a circle of length $2\pi r$, so the shear strain is $b/(2\pi r)$. Between a core radius $r_0$ and an outer radius $R$, the energy per length is

$$K=\int_{r_0}^{R}\frac\mu2\left(\frac{b}{2\pi r}\right)^2 2\pi r\,dr=\frac{\mu b^2}{4\pi}\ln\frac R{r_0}.\tag{18}$$

**Edge line ($\theta=90^\circ$).** For this paragraph, let $X$ and $Y$ be coordinates across the line, with $X$ along the Burgers vector and $r^2=X^2+Y^2$. The stress function $\psi=-DY\ln r$ is admissible because $\nabla^2(Y\ln r)=2Y/r^2$ is harmonic. It gives

$$\sigma_{XX}=\frac{\partial^2\psi}{\partial Y^2}=-\frac{DY(3X^2+Y^2)}{r^4},\quad \sigma_{YY}=\frac{\partial^2\psi}{\partial X^2}=\frac{DY(X^2-Y^2)}{r^4},\quad \sigma_{XY}\big|_{Y=0}=\frac DX .$$

In plane strain with Poisson ratio $\nu$, $2\mu\,\varepsilon_{XX}=(1-\nu)\sigma_{XX}-\nu\sigma_{YY}$. Integrated over all $X$ at fixed $Y>0$, $\sigma_{XX}$ gives $-2\pi D$ and $\sigma_{YY}$ gives zero. The material just above the glide plane thus shortens by $\pi(1-\nu)D/\mu$, and that just below lengthens by the same amount. The total mismatch is $b$, so $D=\mu b/[2\pi(1-\nu)]$. Creating the dislocation by sliding the two faces of the glide plane over each other costs

$$\frac b2\int_{r_0}^R\frac DX\,dX=\frac{K}{1-\nu}.$$

Work done at the core surface does not grow with $\ln R$ and is left out.

**Mixed line.** The screw part $b\cos\theta$ and the edge part $b\sin\theta$ produce different components of stress, so their energies add:

$$e(\theta)=K\left[\cos^2\theta+\frac{\sin^2\theta}{1-\nu}\right].\tag{19}$$

Tilt the line by a small slope $m$. Its angle changes by $m$ to second order, and its length grows by $1+m^2/2$. Per unit of $x$ the energy is

$$\left(e+e'm+\tfrac12e''m^2\right)\left(1+\tfrac12m^2\right)=e+e'm+\tfrac12(e+e'')m^2+\dots$$

The coefficient of $m^2/2$ plays the part of $T$ in $E[y]$, so $T=e+e''$. The linear term vanishes for pure screw and edge lines. From (19), $e''=2K\cos2\theta\;\nu/(1-\nu)$, and

$$T_{\rm screw}=K\,\frac{1+\nu}{1-\nu},\qquad T_{\rm edge}=K\,\frac{1-2\nu}{1-\nu}.\tag{20}$$

A screw line is stiff because tilting it adds edge character, which costs more. An edge line is soft for the opposite reason.

With $\nu=0.30$, $r_0=b$ and $R=w=18.0$ nm, and with $a$ and $W_p$ kept at their values from the example, the two tensions give:

* screw: $T=18.7$ eV/nm, $E_k=27.7$ meV, $w=20.2$ nm;
* edge: $T=5.8$ eV/nm, $E_k=15.3$ meV, $w=11.2$ nm.

Relative to 24.6 meV, the energy shifts by $+12\,\%$ and $-38\,\%$. The second shift shows only the effect of a softer line and is not a prediction for an edge dislocation in nickel. A screw line can lie along a close-packed row, but a pure edge line runs at right angles to the Burgers vector, where neighbouring rows are only $b/2$ apart. Its $a$ and $W_p$ therefore differ from those used here. The choice $R=w$ is an estimate: the stress field of a bent line acts over distance, and a single number $T$ replaces that interaction by a logarithm cut off at the size of the bend.

### Splitting into partial dislocations

In nickel the dislocation splits into two partials with a stacking fault of energy $\gamma$ per area between them. Each partial has a Burgers vector of length $b/\sqrt3$ at $30^\circ$ to the total one. On a screw line the screw components are both $b/2$, and the edge components are $\pm b/(2\sqrt3)$. On an edge line these roles are exchanged.

By the stress fields above, parallel lines at distance $d$ with screw components $s_1,s_2$ and edge components $e_1,e_2$ repel with the force per length $(\mu/2\pi d)\,[s_1s_2+e_1e_2/(1-\nu)]$. The fault pulls them together with the force $\gamma$. Balance gives

$$d_{\rm screw}=\frac{\mu b^2}{2\pi\gamma}\left[\frac14-\frac{1}{12(1-\nu)}\right],\qquad d_{\rm edge}=\frac{\mu b^2}{2\pi\gamma}\left[\frac{1}{4(1-\nu)}-\frac1{12}\right].$$

For the rough value $\gamma=0.13$ J/m² these are 0.76 nm and 1.59 nm. Both are much shorter than the kink, but this alone does not justify a single string. Both also exceed $a$, so the partials do not share a valley. Whether both can rest in valleys at once depends on how $d$ fits the valley distance, which is not examined here. The example assumes that the pair moves as one line in the potential (2), and its $\tau_P$ must be read as that of the pair.

### Vibrations and temperature

**Proposition 3.** If the line vibrates about $y$ with a Gaussian displacement $\xi$ of variance $\langle\xi^2\rangle$, the averaged Peierls potential has the barrier

$$W_p^{\rm eff}=W_p\exp\!\left(-\frac{2\pi^2\langle\xi^2\rangle}{a^2}\right).\tag{21}$$

For classical vibrations of a straight line in a harmonic valley at temperature $\Theta$, the exponent is $-2k_B\Theta/E_k$.

*Proof.* Write $W=\tfrac12W_p[1-\cos(2\pi y/a)]$. A Gaussian average multiplies $\cos(q y)$ by $e^{-q^2\langle\xi^2\rangle/2}$. With $q=2\pi/a$ this is (21), apart from a constant energy that does not affect the barrier.

Near a valley $W\approx\kappa\xi^2/2$ with $\kappa=2\pi^2W_p/a^2$. Comparison with (15) shows that $T/\kappa=\ell^2$. A wave of wave number $k$ has stiffness $Tk^2+\kappa$ per length, and equipartition gives

$$\langle\xi^2\rangle=\int_{-\infty}^{\infty}\frac{dk}{2\pi}\,\frac{k_B\Theta}{Tk^2+\kappa}=\frac{k_B\Theta}{2\sqrt{T\kappa}}=\frac{k_B\Theta\,\ell}{2T}.$$

The exponent in (21) has the size $\pi^2k_B\Theta\,\ell/(Ta^2)$. By (15), $\pi^2\ell/(Ta^2)=2/E_k$. $\square$

Since $E_k\propto\sqrt{W_p}$, putting the averaged barrier into (15) gives, for classical vibrations, $E_k^{\rm eff}=E_ke^{-k_B\Theta/E_k}\approx E_k-k_B\Theta$. This number measures how far the vibrations blur the barrier. It is neither the mean energy nor the free energy of a kink at temperature $\Theta$, because a kink also changes the vibrations of the line, and that change is left out. The vibrations are computed with the unsoftened valley, so even the blurring should be trusted only while the exponent is small.

Quantum motion adds to $\langle\xi^2\rangle$. An oscillator of mass $M$ and frequency $\omega$ has mean potential energy $(\hbar\omega/4)\coth(\hbar\omega/2k_B\Theta)$, so its variance is $(\hbar/2M\omega)\coth(\hbar\omega/2k_B\Theta)$. Summing over the modes of a chain with spacing $b$ and a rough line mass of half the density times $b^2$, $2.8\times10^{-16}$ kg/m, gives:

* zero point: barrier factor 0.956, $E_k^{\rm eff}=24.1$ meV;
* 20 K: barrier factor 0.857, $E_k^{\rm eff}=22.8$ meV;
* 77 K: barrier factor 0.580, $E_k^{\rm eff}=18.7$ meV.

The zero-point part depends on the shortest wavelength admitted. A node spacing of $b/2$ or $2b$ moves the zero-point and 20 K factors by about $\mp0.005$, so their third digit carries no weight. The value at 77 K understates the softening: if the vibrations are recomputed in the softened valley until the two agree, the factor falls to about 0.44 and $E_k^{\rm eff}$ to about 16 meV, while at 20 K the factor changes only to 0.85.

At 20 K the unsoftened ratio $E_k/k_B\Theta$ is 14, and kinks are well-defined, rare objects. At 77 K it is 3.7, and the softening is no longer a small correction. At 300 K it is 0.95. The line then has enough thermal energy to blur the valleys, and a picture of separate kinks on a straight line loses its meaning for these parameters.

### The model beside real nickel

The inputs $b$, $\mu$, $\nu$ and $\gamma$ are ordinary rough values for nickel. The Peierls stress is the least certain: at fixed $T$, four times the stress would double $E_k$ and halve $w$. For a screw line with the given inputs, the next largest uncertainty at low temperature lies in the line tension. Its isotropic elastic value gives 27.7 meV for $R=w$ and $r_0=b$, but the size and even the sign of the shift from 24.6 meV depend on these cutoffs: $R=\ell$ gives 23.7 meV, $r_0=2b$ gives 25.3 meV and $R=2w$ gives 29.8 meV. Nickel is also elastically anisotropic. With the rough cubic constants $C_{11}=247$, $C_{12}=147$ and $C_{44}=125$ GPa and with $R=w$, $r_0=b$, the quantity $e+e''$ of the screw line rises to about 26 eV/nm, which gives about 33 meV and a width of about 24 nm. The long-range interaction between parts of the line is left out and has not been sized. A fair statement of the result is a kink energy of roughly 0.02 to 0.035 eV and a width of roughly 15 to 25 nm, for a screw line along a close-packed row, treated as a single string with the assumed Peierls stress, without applied stress and at temperatures near 20 K or below. The numerical output lists the individual values.

## Numbers as computed

```
INPUTS (rough nickel-like values)
Burgers vector b = 0.250 nm
shear modulus = 76 GPa, Poisson ratio = 0.30
Peierls stress = 10.0 MPa
density = 8900 kg/m^3
stacking-fault energy = 0.13 J/m^2
KINK
valley distance a = 0.2165 nm
line tension T = 14.824 eV/nm
Peierls barrier Wp = 1.0754 meV/nm
ratio T/Wp = 13785
length l = 5.721 nm
width w = 17.97 nm = 71.9 b
part of the rise inside w = 73.9 %
kink energy Ek = 24.61 meV = 3.943e-21 J
relaxed chain, spacing b: bending = 12.305 meV
relaxed chain, spacing b: Peierls = 12.304 meV
best tanh trial lies above Ek by 0.122 %
NEGLECTED EFFECTS
largest slope a/w = 0.0120
finite slope: relative shift Wp/(6T) = 1.21e-05
discreteness: relative shift = -2.65e-05
screw, cutoff R = w: T = 18.73 eV/nm, Ek = 27.7 meV, w = 20.2 nm
edge, cutoff R = w: T = 5.76 eV/nm, Ek = 15.3 meV, w = 11.2 nm
screw: partial separation = 0.76 nm
edge: partial separation = 1.59 nm
line mass = 2.78e-16 kg/m
lowest vibration quantum = 0.336 meV
zero point: rms displacement = 0.0104 nm, Wp factor = 0.956, Ek estimate = 24.1 meV
20 K: rms displacement = 0.0191 nm, Wp factor = 0.857, Ek estimate = 22.8 meV
77 K: rms displacement = 0.0359 nm, Wp factor = 0.580, Ek estimate = 18.7 meV
20 K: kT = 1.72 meV, Ek/kT = 14.28
77 K: kT = 6.64 meV, Ek/kT = 3.71
300 K: kT = 25.85 meV, Ek/kT = 0.95
temperature where kT = Ek: 286 K
SCAN OF PEIERLS STRESS / SHEAR MODULUS (chain spacing b)
0.001: w/b = 26.08, Ek = 0.068 eV, chain/formula = 0.9998
0.010: w/b = 8.25, Ek = 0.215 eV, chain/formula = 0.9980
0.050: w/b = 3.69, Ek = 0.480 eV, chain/formula = 0.9890
0.050: barrier to kink motion = 0.3369 meV
0.100: w/b = 2.61, Ek = 0.678 eV, chain/formula = 0.9704
0.100: barrier to kink motion = 8.9077 meV
```
